# Renormalized Euler steps can amplify spin precession

**Comment on the claim that renormalization stabilizes the Euler method for a damped spin**

**The argument under review**

The argument runs as follows. The magnetization direction $\mathbf m$ is a unit vector, and its rate of change $\mathbf f$ is perpendicular to it. One explicit Euler step of duration $h$ therefore gives

$$|\mathbf m+h\mathbf f|^2=1+h^2|\mathbf f|^2>1 ,$$

so the length grows. Dividing by the length after each step removes the growth. The spin then stays on the unit sphere, nothing can diverge, and the method is declared stable; the step need merely resolve the precession.

The argument is applied to a nickel sphere in 0.5 T, with a step of 1 ps and about 65 steps per turn. The computed spin, started 1° from the field, ends in steady precession at about 34°, and this is read as a property of the magnet.

The first equation is correct, and so is the statement that the length stays bounded. The conclusion does not follow. Stability of the aligned state concerns the distance from that state along the sphere, and a bounded length says nothing about it. The physical reading also fails. For magnetic moment $\mu$ in a constant field $\mathbf B$ the energy is $-\mu\,\mathbf m\cdot\mathbf B$, and damping must lower it until the spin is aligned. Steady precession needs a supply of energy, and the model has none. The question is what supplies it in the computation, and from what step size on.

**The equation and its rate**

Take $\mathbf B=B\hat{\mathbf z}$ with $B>0$, gyromagnetic ratio $\gamma>0$ and Gilbert damping $\alpha\ge0$:

$$\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}.$$

The demagnetizing field of a uniformly magnetized sphere is antiparallel to $\mathbf m$. It exerts no torque, so $\mathbf B$ is the applied field alone.

An explicit step needs $\dot{\mathbf m}$ by itself. The right side is perpendicular to $\mathbf m$, hence $\mathbf m\cdot\dot{\mathbf m}=0$ and $\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}$. Crossing the equation with $\mathbf m$ gives

$$\mathbf m\times\dot{\mathbf m}=-\gamma\,\mathbf m\times(\mathbf m\times\mathbf B)-\alpha\dot{\mathbf m}.$$

Inserting this in the damping term and collecting $\dot{\mathbf m}$, with $k=1+\alpha^2$,

$$\dot{\mathbf m}=\mathbf f=-\frac{\gamma}{k}\left[\mathbf m\times\mathbf B+\alpha\,\mathbf m\times(\mathbf m\times\mathbf B)\right].$$

Write $\omega=\gamma B$, $c=m_z=\cos\theta$, $s^2=1-c^2$ and $u=m_x+im_y$. Since $\mathbf m\times\hat{\mathbf z}=(m_y,-m_x,0)$ and $\mathbf m\times(\mathbf m\times\hat{\mathbf z})=c\,\mathbf m-\hat{\mathbf z}$, and since $m_y-im_x=-iu$,

$$\dot u=\frac{\omega}{k}(i-\alpha c)\,u,\qquad \dot c=\frac{\alpha\omega}{k}s^2 .$$

The two vectors in the bracket of $\mathbf f$ are perpendicular, with lengths $Bs$ and $\alpha Bs$. Hence $|\mathbf f|^2=\omega^2s^2(1+\alpha^2)/k^2=\omega^2s^2/k$.

The true motion follows at once. With $\dot c=-\sin\theta\,\dot\theta$ the second equation becomes $\dot\theta=-(\alpha\omega/k)\sin\theta$. Because $\int d\theta/\sin\theta=\ln\tan(\theta/2)$,

$$\tan\frac{\theta(t)}2=\tan\frac{\theta(0)}2\;e^{-\alpha\omega t/k}.$$

For $\alpha>0$ every start except $-\hat{\mathbf z}$ relaxes to the field direction. The angular frequency is $\omega/k$, slightly below $\omega$.

**What one renormalized step does**

Let $w=\omega h$. The Euler step followed by division by the length is

$$u'=\frac{1+w(i-\alpha c)/k}{D}\,u,\qquad c'=\frac{c+\alpha ws^2/k}{D},\qquad D=\sqrt{1+\frac{w^2s^2}{k}} .$$

Near $+\hat{\mathbf z}$, $s^2=|u|^2$ is small, $c=1-|u|^2/2+\dots$ and $D=1+w^2|u|^2/(2k)+\dots$. Both corrections multiply $u$, so they enter at third order. To first order

$$u'=Gu,\qquad G=1+\frac{w}{k}(i-\alpha),$$

with or without renormalization. Its squared modulus is

$$|G|^2=\left(1-\frac{\alpha w}{k}\right)^2+\frac{w^2}{k^2}=1-\frac{2\alpha w}{k}+\frac{w^2(1+\alpha^2)}{k^2}=1+\frac{w(w-2\alpha)}{k}.$$

Small deviations are amplified when $w>2\alpha$, that is, when

$$h>h_c=\frac{2\alpha}{\gamma B}.$$

No small-damping approximation was made: the factors $k$ cancel, provided that $\alpha$ is the Gilbert constant and $\gamma B$ is the undamped frequency.

The geometry shows why the cure misses the disease. Precession moves the spin along a circle of latitude, while Euler moves it along the tangent to that circle and so to a larger distance from the axis. Renormalization pulls it back along the radius of the sphere. Near the pole that radius is almost parallel to the axis, so the pull hardly reduces the distance from it. Without damping the map is $c'=c/\sqrt{1+w^2s^2}$: the spin keeps unit length and drifts towards the equator for any step, however small.

**Where the spin goes**

The linear result tells how a deviation starts, not how it ends. For that, compare $c'$ with $c$, taking $\alpha>0$.

If $-1<c\le0$, the numerator $N=c+\alpha ws^2/k$ exceeds $c$. For $N<0$, division by $D>1$ raises it further, so $c'>N>c$. For $N\ge0$, $c'\ge0\ge c$, and equality throughout is excluded because $c=0$ gives $N>0$. Thus $c$ rises.

If $0<c<1$, then $c'>c$ means $N>cD$. Both sides are positive and may be squared:

$$c^2+\frac{2\alpha wcs^2}{k}+\frac{\alpha^2w^2s^4}{k^2}>c^2+\frac{c^2w^2s^2}{k}.$$

Subtracting $c^2$ and dividing by $ws^2/k>0$ leaves

$$F(c)=2\alpha c+\frac{\alpha^2w}{k}(1-c^2)-wc^2>0 .$$

$F$ is a concave parabola with $F(0)=\alpha^2w/k>0$ and $F(1)=2\alpha-w$.

*Below the limit*, $w<2\alpha$, both end values are positive, and a concave function lies above its chord, so $F>0$ on the whole interval. Then $c$ rises at every step. It is bounded by 1 and has no other fixed point to stop at, so every start except $-\hat{\mathbf z}$ reaches $+\hat{\mathbf z}$.

*At the limit*, $w=2\alpha$, $F$ is still positive for $c<1$, but it vanishes at $c=1$. With $\epsilon=1-c$, both $s^2$ and $F$ are then proportional to $\epsilon$, so a step lowers $\epsilon$ by an amount proportional to $\epsilon^2$. At late times $\epsilon$ falls as one over the number of steps, and the tilt as one over its square root, instead of exponentially.

*Above the limit*, $w>2\alpha$, $F$ changes sign once, at a value $c_*$ between 0 and 1. Setting $F=0$ with $a=w(1+\alpha^2/k)$ gives $ac^2-2\alpha c-\alpha^2w/k=0$, whose positive root is

$$c_*=\frac{\alpha+\sqrt{\alpha^2+a\alpha^2w/k}}{a}.$$

Below $c_*$ the spin climbs towards the field; above it the spin falls away. To exclude jumping back and forth across $c_*$, differentiate the map:

$$\frac{dc'}{dc}=\frac{1-2\alpha wc/k}{D}+\frac{w^2cN}{kD^3}.$$

Let $w<1$. Since $\alpha/k\le1/2$, the first term is positive for $c\ge0$, and the second is not negative there. For $c<0$ the first term is at least $1/D$. The second can be negative only if $N>0$; then $N<\alpha w/k\le w/2$, and its size is below $w^3/(2D)<1/D$. The map is therefore increasing, and a spin on one side of $c_*$ stays there. So for $2\alpha<w<1$ every start except the two poles converges to the cone $\cos\theta=c_*$.

For small $\alpha$ and $w$ the balance is easy to read. Expanding $1/D$ in the map for $c$ gives, to leading order,

$$c'-c\simeq\frac{ws^2}{k}\left(\alpha-\frac{wc}{2}\right).$$

The renormalized step acts as a negative damping $-wc/2$. This is the missing energy supply, and it enters through the division: the raw step adds $\alpha ws^2/k\ge0$ to $c$ and so never raises $-\mu\,\mathbf m\cdot\mathbf B$, while division by $D>1$ lowers a positive $c$ and raises the energy. On the cone the two changes cancel. The negative damping weakens as the cone opens, and it balances the true damping at

$$c_*\simeq\frac{2\alpha}{w}=\frac{h_c}{h}.$$

A cone angle that changes with the step is a property of the integrator.

**The nickel sphere**

The sphere is 20 nm across and is treated as a single spin. Rough typical values for nickel are $g=2.2$ and $\alpha=0.04$. With $\gamma=0.19347$ rad/(ps T) and $B=0.5$ T, $\omega=0.09674$ rad/ps. The true frequency $\omega/(2\pi k)$ is 15.37 GHz, the period is 65.1 ps, and a small tilt decays in $k/(\alpha\omega)=259$ ps. The limit is

$$h_c=\frac{2\times0.04}{0.09674\ \text{rad/ps}}=0.827\ \text{ps}.$$

A root search on the numerical Jacobian of the full renormalized step gives the same 0.827 ps.

The step of 1 ps lies above this, although it divides each turn into 65 parts. Resolution of the period is the wrong criterion: at the limit the number of steps per period is $(2\pi k/\omega)/h_c=\pi k/\alpha$, about 79 here, and for $\alpha<1$ it grows as damping falls. For the chosen step $w=0.09674$ and

$$|G|^2=1+\frac{0.09674\times0.01674}{1.0016}=1.00162,\qquad |G|=1.00081 .$$

The gain per step is tiny, but it gives an e-folding time of 1.24 ns. From a 1° tilt the renormalized spin reaches 2.24° after 1 ns, 10.7° after 3 ns and 34.14° after 10 ns. It stands at 34.15° after 30 ns. The formula gives $c_*=0.8276$, or 34.15°; the estimate $h_c/h$ gives 0.8270. The true tilt after 1 ns is 0.0210°.

The frequency does not betray the error. On the false cone it is 15.373 GHz, against the true 15.371 GHz. So close a match is partly accidental: the turn per step, $\arg[1+w(i-\alpha c_*)/k]$, has relative error about $2\alpha^2-w^2/3$, and the two terms nearly cancel at 1 ps; at 2 ps the frequency is 0.9% low. A spectrum of this run would show a sharp line in the right place, for a motion that should have died out.

**Stable is not yet accurate**

Below $h_c$ the spin goes to the right place at the wrong rate. Since $w/(2\alpha)=h/h_c$, the numerical decay rate is

$$-\frac{\ln|G|}{h}=-\frac1{2h}\ln\left[1-\frac{2\alpha w}{k}\left(1-\frac h{h_c}\right)\right]\simeq\frac{\alpha\omega}{k}\left(1-\frac h{h_c}\right),$$

where the logarithm was expanded for small $\alpha w$. At 0.4 ps the measured rate is 0.517 of the true one, at 0.1 ps it is 0.879, and at 0.01 ps it is 0.988; the estimate gives 0.516, 0.879 and 0.988. A damping constant fitted to the decay of a small tilt in a run at 0.4 ps would be wrong by almost half, with no visible sign of instability.

**What renormalization does change**

Suppose the division is left out and $\mathbf f$ is used in the explicit form above. Now $c$ and $s^2=|u|^2$ are independent. Because $\mathbf m\times(\mathbf m\times\hat{\mathbf z})=c\,\mathbf m-|\mathbf m|^2\hat{\mathbf z}$, the step still adds $\alpha ws^2/k$ to $c$, and it multiplies $s^2$ by

$$1-\frac{2\alpha wc}{k}+\frac{w^2(1+\alpha^2c^2)}{k^2}\simeq1+\frac wk(w-2\alpha c)$$

for small $\alpha$. The tilt grows at first, but so does $c$, and with it the damping torque. For small changes per step the ratio of the two increments is $ds^2/dc\simeq w/\alpha-2c$. Integrating from $c=1$, $s\simeq0$,

$$s^2\simeq(c-1)\left(\frac w\alpha-1-c\right).$$

The motion ends where $s$ vanishes again, at $c\simeq w/\alpha-1=1.418$. The computed spin has length 1.421 after 30 ns and a tilt of order $10^{-8}$ degrees. At the same step, then, this unnormalized scheme finds the right direction with a wrong length, and the renormalized one keeps the right length with a wrong direction. Neither is acceptable. Renormalization removes the symptom that would have given a warning.

**Other modes set other limits**

The formula for $h_c$ assumes circular precession. Consider instead a nickel film magnetized along $z$ in its plane, with normal $x$ and the same field. A tilt out of the plane produces the field $-\mu_0M_sm_x$ along $x$. With $\omega_x=\gamma(B+\mu_0M_s)$ and $\omega_y=\gamma B$, the linearized Gilbert equation reads

$$\dot m_x=-\omega_ym_y-\alpha\dot m_y,\qquad \dot m_y=\omega_xm_x+\alpha\dot m_x .$$

Solutions $e^{\lambda t}$ require $\lambda^2+(\alpha\lambda+\omega_x)(\alpha\lambda+\omega_y)=0$, or

$$k\lambda^2+\alpha(\omega_x+\omega_y)\lambda+\omega_x\omega_y=0 .$$

For a complex pair, $-2\,\mathrm{Re}\,\lambda=\alpha(\omega_x+\omega_y)/k$ and $|\lambda|^2=\omega_x\omega_y/k$. The Euler factor obeys $|1+h\lambda|^2=1+2h\,\mathrm{Re}\,\lambda+h^2|\lambda|^2$, which exceeds 1 when

$$h>\alpha\left(\frac1{\omega_x}+\frac1{\omega_y}\right).$$

With $M_s=490$ kA/m, $\mu_0M_s=0.616$ T and the limit is 0.599 ps.

Cutting the sphere into cells matters far more. An exchange energy density $A|\nabla\mathbf m|^2$ gives the field $(2A/M_s)\nabla^2\mathbf m$. On cubic cells of edge $d$ this is $b\sum_j(\mathbf m_j-\mathbf m_i)$ over nearest neighbours, with $b=2A/(M_sd^2)$. Linearizing about the aligned state,

$$\dot u_i=\frac{\gamma(i-\alpha)}{k}\Big[Bu_i+b\sum_j(u_i-u_j)\Big].$$

The sum is a symmetric matrix acting on the $u_i$. Each of its eigenvectors, with eigenvalue $\Lambda$, precesses like a single spin in the field $B+b\Lambda$, and the largest eigenvalue sets the limit. For $A=8$ pJ/m and $d=2$ nm, $b=8.163$ T. The sphere has 552 cells and largest eigenvalue 11.611, so the top field is $0.5+8.163\times11.611=95.3$ T and

$$h_c=\frac{0.08}{0.19347\times95.3}\ \text{ps}=4.3\ \text{fs}.$$

This is about 190 times below the single-spin limit. The value belongs to the mesh, not to nickel: $b\propto1/d^2$ while $\Lambda$ stays below 12, so the limit scales about as $d^2$. It is 1.06 fs for $d=1$ nm. For $d=4$ nm it depends on how the coarse grid is centred: 18.6 fs with a cell at the centre of the sphere and 19.4 fs with a cell corner there. The estimate omits dipolar coupling between short-wave modes, which is at most of the order of $\mu_0M_s$ and thus small beside 95 T.

**Bearing on real magnets**

The nickel parameters are rough room-temperature values, and the example is sensitive to $\alpha$: at the 1 ps step the cone opens to 52° for $\alpha=0.03$, closes to 21.5° for $\alpha=0.045$, and is absent for $\alpha>w/2=0.048$. The single-spin limit scales as $\alpha/B$: lower fields relax it, lower damping tightens it. Nickel also has cubic anisotropy, roughly $K_1=-5$ kJ/m³. For a tilt $\delta$ from an easy ⟨111⟩ axis the energy density changes by $-\tfrac23K_1\delta^2$; equating this to $\tfrac12M_sB_K\delta^2$ gives $B_K=-4K_1/(3M_s)=13.6$ mT. With the field along that axis, the limit falls from 0.827 to 0.805 ps. The second constant $K_2$ is left out here; a value near $-2.3$ kJ/m³ would raise $B_K$ to 15.7 mT and lower the limit to 0.802 ps. At 300 K the ratio $\mu B/(k_BT)$ is 248. The Boltzmann weight of small tilts then gives $\langle\theta^2\rangle\simeq2/248$, a thermal tilt of 5.1°, well below the false 34°. This sizes the neglected agitation and does not analyse a stochastic integrator. In the film above, where precession is elliptical instead of circular, the permitted step is 28% shorter than for the sphere; a mesh shortens it far more.

**What should replace the argument**

If explicit Euler is kept, the step must lie below the limit of the stiffest mode, and the damping error $h/h_c$ of each mode of interest must be tolerable. A better remedy is the implicit midpoint rule,

$$\mathbf m'-\mathbf m=h\,\mathbf f(\bar{\mathbf m}),\qquad \bar{\mathbf m}=\tfrac12(\mathbf m+\mathbf m').$$

Since $\mathbf f(\bar{\mathbf m})\perp\bar{\mathbf m}$, $|\mathbf m'|^2-|\mathbf m|^2=2\bar{\mathbf m}\cdot(\mathbf m'-\mathbf m)=0$, and no renormalization is needed. Near the pole, with $q=(i-\alpha)w/k$, the factor is $(1+q/2)/(1-q/2)$. Because

$$\left|1+\tfrac q2\right|^2-\left|1-\tfrac q2\right|^2=2\,\mathrm{Re}\,q=-\frac{2\alpha w}k<0 ,$$

small deviations shrink for every step when $\alpha>0$, provided that the implicit equation is actually solved. At the same 1 ps step the tilt after 1 ns is 0.0212°, within 1% of the true 0.0210°.

The reported 34° precession should be withdrawn as a physical result. Repeating the run at half the step would have exposed it: 0.5 ps lies below $h_c$, and the cone disappears.

## Computed values

```
g factor (rough, nickel): 2.2
Gilbert damping alpha (rough, nickel): 0.04
magnetization (rough, nickel): 490 kA/m
cubic anisotropy K1 (rough, nickel): -5 kJ/m3
exchange stiffness (rough, nickel): 8 pJ/m
sphere diameter: 20 nm; cell edge: 2 nm
field: 0.5 T; temperature: 300 K
gamma: 0.19347 rad/(ps T)
omega = gamma B: 0.09674 rad/ps
true precession frequency: 15.371 GHz
true precession period: 65.06 ps
true decay time of small tilt: 258.9 ps
step limit 2 alpha/(gamma B): 0.8270 ps
step limit from Jacobian root search: 0.8270 ps
chosen step: 1.0 ps; w = omega h: 0.09674
steps per true period: 65.1
amplification per step |G|: 1.0008078
e-folding time of small deviations: 1238 ps
renormalized Euler, tilt at 0 ns: 1.000 deg
renormalized Euler, tilt at 1 ns: 2.238 deg
renormalized Euler, tilt at 3 ns: 10.665 deg
renormalized Euler, tilt at 10 ns: 34.142 deg
renormalized Euler, tilt at 30 ns: 34.146 deg
exact tilt at 1 ns from 1 deg: 0.02100 deg
implicit midpoint tilt at 1 ns, same step: 0.02119 deg
false cone, cosine from formula: 0.82761
false cone, small-w estimate 2 alpha/w: 0.82700
false cone, tilt from formula: 34.146 deg
frequency on false cone: 15.373 GHz
no renormalization, length at 30 ns: 1.4212
no renormalization, estimate w/alpha - 1: 1.4184
no renormalization, tilt at 30 ns: 1.1e-08 deg
step 0.01 ps: decay rate/true 0.9879; 1-h/h_c 0.9879
step 0.1 ps: decay rate/true 0.8794; 1-h/h_c 0.8791
step 0.4 ps: decay rate/true 0.5167; 1-h/h_c 0.5163
cubic anisotropy field about <111>: 13.6 mT
step limit with cubic anisotropy: 0.8051 ps
magnetic energy/thermal energy: 248
thermal rms tilt (root mean sin^2): 5.14 deg
mu0 Ms: 0.616 T; in-plane film step limit: 0.5988 ps
cells in sphere: 552; top Laplacian eigenvalue: 11.611 /cell^2
largest mode field in meshed sphere: 95.3 T
step limit for meshed sphere: 4.34 fs
```
